\section*{Landau–Zener reversal of a spin-ten molecular magnet at zero field}

\section{Question}

I am treating a molecular magnet with spin $S=10$ as a one-bit memory element. The bit is the sign of $m=\pm10$. The tunnel splitting of the lowest doublet is $\Delta/k_B=10^{-7}$ K, and I sweep the field along the easy axis through zero at 0.1 T/s. I want the probability that the spin reverses in one sweep.

I know that a Landau--Zener formula applies, but I have two versions whose exponents differ by a factor of four. Putting the splitting into $1-\exp(-2\pi V^2/v)$ as $V$ gives $3.06\times10^{-3}$. Is that right, and does $v$ contain $S$ or $2S$? I would like to see where the exponent comes from.

I also doubt the whole picture. The Zeeman energy already exceeds the splitting in a few nanotesla, and stray fields in a crystal are far larger. Why does tunnelling survive at all?

\section{Answer}

Your $V$ is an off-diagonal matrix element, and the tunnel splitting is twice that element. The rate $v$ contains $2S$, because both levels move. I use atomic units in the algebra ($\hbar=1$, $\mu_B=1/2$) and assume a constant sweep rate, a start and an end far from the crossing, and a molecule that starts in its ground state.

\subsection{From 21 levels to two}

Take the spin Hamiltonian
\begin{equation}
H=-DS_z^2+E(S_x^2-S_y^2)+g\mu_B B S_z .
\end{equation}
At $B=0$ let $|0\rangle$ and $|1\rangle$ be the two lowest states, with energies differing by $\Delta$. They are nearly the even and odd combinations of $m=\pm10$. A rotation by $\pi$ about $x$ leaves $H$ unchanged at $B=0$ but reverses $S_z$, so $S_z$ has no diagonal elements in these states. Choose phases so that $\langle0|S_z|1\rangle=\tilde S>0$, and define the two wells by
\begin{equation}
|a\rangle=\frac{|0\rangle+|1\rangle}{\sqrt2},\qquad
|b\rangle=\frac{|0\rangle-|1\rangle}{\sqrt2}.
\end{equation}
Then $S_z$ is diagonal with values $\pm\tilde S$, while the zero-field Hamiltonian has the off-diagonal element $(E_0-E_1)/2=-\Delta/2$. Reversing the sign of $|b\rangle$ makes it $+\Delta/2$. Without transverse mixing $\tilde S=S$, which I use for now. Apart from a constant energy,
\begin{equation}
H_2=\frac12\begin{pmatrix} vt&\Delta\\ \Delta&-vt\end{pmatrix},
\qquad v=2Sg\mu_B\frac{dB}{dt}.
\end{equation}
The eigenvalues are $\pm\frac12\sqrt{\Delta^2+(vt)^2}$. The smallest gap is therefore $\Delta$, and $V=\Delta/2$.

At early times $|a\rangle$ is the lower state. Reversal means ending in $|b\rangle$, which is the lower state at late times. The spin reverses if it follows the lower branch.

\subsection{Solving the crossing}

The amplitudes obey
\begin{align}
i\dot a&=\tfrac12vt\,a+\tfrac12\Delta\,b, &
i\dot b&=\tfrac12\Delta\,a-\tfrac12vt\,b .
\end{align}
Remove the diagonal phases with $a=c\,e^{-ivt^2/4}$ and $b=d\,e^{ivt^2/4}$:
\begin{align}
i\dot c&=\tfrac12\Delta\,d\,e^{ivt^2/2}, &
i\dot d&=\tfrac12\Delta\,c\,e^{-ivt^2/2}. \label{cd}
\end{align}
Differentiate the first equation. The derivative of the exponential gives $ivt\,\dot c$, and the derivative of $d$ gives $-\Delta^2c/4$. Hence
\begin{equation}
\ddot c-ivt\,\dot c+\tfrac14\Delta^2c=0 .
\end{equation}
Time appears only to first power, which suggests $c(t)=\int_C e^{i\omega t}F(\omega)\,d\omega$. Use $t\,e^{i\omega t}=-i\,\partial_\omega e^{i\omega t}$ and integrate by parts on a contour whose ends contribute nothing:
\begin{equation}
iv(\omega F)'=\left(\omega^2-\tfrac14\Delta^2\right)F .
\end{equation}
With $G=\omega F$ this reads $G'/G=-(i/v)[\omega-\Delta^2/(4\omega)]$, so
\begin{equation}
c(t)=\int_C e^{i\omega t-i\omega^2/(2v)}\,\omega^{-1+i\nu}\,d\omega,
\qquad \nu=\frac{\Delta^2}{4v}.
\end{equation}
Let $C$ come in from infinity along $\arg\omega=-\pi/4$, circle the origin once anticlockwise, and leave along the same ray, now with $\arg\omega=7\pi/4$. On this ray the quadratic exponential is $e^{-|\omega|^2/(2v)}$, so the integral converges.

\emph{Early times.} For $t=-T$ with $T\to\infty$, $e^{-i\omega T}$ decays in the lower half-plane. Turn both legs to the negative imaginary axis; the integrand stays bounded on the way. Small $\omega$ dominates. With $\omega=u/T$ the quadratic term drops out:
\begin{equation}
c(-T)\to T^{-i\nu}K,\qquad
K=\int_{-\pi/2}^{3\pi/2}e^{-iu}u^{-1+i\nu}\,du .
\end{equation}
The limits denote the arguments of $u$ on the two legs. Putting $u=e^{-i\pi/2}s$ turns $K$ into Hankel's loop integral, $K=e^{\pi\nu/2}(e^{-2\pi\nu}-1)\Gamma(i\nu)$, which is not zero. Since $\dot c$ falls as $1/T$, Eq.~(\ref{cd}) gives $d\to0$. This solution therefore starts entirely in $|a\rangle$, as required.

\emph{Late times.} For $t\to+\infty$ the decay is in the upper half-plane. The exponent now has a saddle at $\omega=vt$, and each leg passes over it along the line of slope $-1$ before approaching the origin from above. The saddle adds to $c$ a term of size $\sqrt{2\pi v}/(vt)$, times a constant, which vanishes. (In $\dot c$ it is multiplied by $vt$ and survives; through Eq.~(\ref{cd}) it gives the amplitude in $|b\rangle$.) What remains is a loop with arguments from $\pi/2$ to $5\pi/2$:
\begin{equation}
c(t)\to t^{-i\nu}\int_{\pi/2}^{5\pi/2}e^{iu}u^{-1+i\nu}\,du .
\end{equation}
Substitute $u=e^{i\pi}u'$. The exponential becomes $e^{-iu'}$, the limits become those of $K$, and the power together with $du$ supplies $(e^{i\pi})^{i\nu}=e^{-\pi\nu}$. Thus $|c(+\infty)/c(-\infty)|=e^{-\pi\nu}$. The probability of no reversal is $e^{-2\pi\nu}$, and
\begin{equation}
P=1-e^{-x},\qquad x=2\pi\nu=\frac{\pi\Delta^2}{2v}. \label{lz}
\end{equation}
In terms of $V=\Delta/2$ the exponent is $2\pi V^2/v$. Your two versions are the same formula with different symbols.

\subsection{The numbers}

Take $g=2$. With $\mu_B=5.788\times10^{-5}$ eV/T,
\begin{equation}
v=2\times10\times2\times\mu_B\times0.1\ \mathrm{T/s}
=2.315\times10^{-4}\ \mathrm{eV/s}.
\end{equation}
The splitting is $8.617\times10^{-12}$ eV. In atomic units $\Delta=3.1668\times10^{-13}$ and $v=2.0582\times10^{-22}$, so
\begin{equation}
x=\frac{\pi(3.1668\times10^{-13})^2}{2\times2.0582\times10^{-22}}
=7.654\times10^{-4},
\end{equation}
and $P=7.65\times10^{-4}$, or about $7.7\times10^{-4}$. Because $P$ is nearly proportional to $\Delta^2$, the uncertainty of a measured splitting would matter far more than the third digit.

The natural time of the crossing is $v^{-1/2}$, here 1.69 microseconds, in which the field moves by 0.169 microtesla. The bias equals $\Delta$ at 3.72 nT, about 45 times less. The spin passes the narrow part of the gap too quickly to follow the lower branch, and it usually keeps its direction.

For repeated sweeps back and forth, suppose that coherence is lost between passages and nothing else relaxes the spin. Exchanging the labels of the wells turns a downward sweep into an upward one. The evolution of two levels is unitary, so the probability of changing wells is the same from the upper state as from the lower one. Hence $P$ is the same each time, whether or not the spin reversed before. Each passage multiplies the mean polarization by $1-2P$. It falls to one half after $\ln2/(2P)\approx450$ passages.

\subsection{Why stray fields do not stop it}

A constant stray field along the easy axis replaces $vt$ by $v(t+t_0)$. The crossing happens at another time, with the same $P$. The sweep brings each molecule through its own resonance, so the field need not be held within a few nanotesla of zero.

Now let the bias be $vt+\eta(t)$, with stationary classical noise $\eta$. For small $P$, set $c=1$ in the second of Eqs.~(\ref{cd}), include the noise phase, and average $|d|^2$:
\begin{equation}
P\simeq\frac{\Delta^2}{4}\iint dt_1dt_2\,
e^{-iv(t_1^2-t_2^2)/2}
\left\langle e^{-i\int_{t_2}^{t_1}\eta\,dt}\right\rangle .
\end{equation}
Let $\tau=t_1-t_2$ and $\bar t=(t_1+t_2)/2$. The first exponent is $-iv\bar t\tau$, and for stationary noise the average depends on $\tau$ alone. Integration over $\bar t$ gives $(2\pi/v)\delta(\tau)$. At $\tau=0$ the average is one, so
\begin{equation}
P\simeq\frac{\Delta^2}{4}\frac{2\pi}{v}=x .
\end{equation}
To leading order in $\Delta^2$, longitudinal noise changes when the spin tunnels but not how often, provided that the sweep extends well beyond the range of bias over which the noise spreads the transition.

Strong dephasing shows where this ends. Write the density matrix as $(1+\mathbf s\cdot\boldsymbol\sigma)/2$, let $\epsilon=vt$, and let coherence decay at rate $\Gamma$:
\begin{align}
\dot s_x&=-\epsilon s_y-\Gamma s_x, &
\dot s_y&=\epsilon s_x-\Delta s_z-\Gamma s_y, &
\dot s_z&=\Delta s_y .
\end{align}
If $\Gamma\gg\Delta$ and $\Gamma^2\gg v$, the first two components follow quasi-steadily. Setting $\dot s_x=0$ gives $s_x=-\epsilon s_y/\Gamma$. Inserting this into $\dot s_y=0$ gives $s_y=-\Delta\Gamma s_z/(\Gamma^2+\epsilon^2)$. Therefore
\begin{equation}
\ln\frac{s_z(\infty)}{s_z(-\infty)}
=-\frac{\Delta^2}{v}\int_{-\infty}^{\infty}
\frac{\Gamma\,d\epsilon}{\Gamma^2+\epsilon^2}
=-\frac{\pi\Delta^2}{v}=-2x ,
\end{equation}
and, since $s_z(-\infty)=1$ and $P=(1-s_z)/2$,
\begin{equation}
P_{\rm deph}=\frac{1-e^{-2x}}2=x-x^2+\cdots .
\end{equation}
The coherent result is $x-x^2/2+\cdots$. For your numbers the two differ by only 0.04 per cent of $P$.

A slow sweep is different. Since $x$ is inversely proportional to the sweep rate, coherent reversal reaches one half at $0.1\times7.654\times10^{-4}/\ln2\approx1.1\times10^{-4}$ T/s. Strong dephasing would give $3/8$ there. For still slower sweeps the coherent probability tends to one and the dephased one to one half. The dephased result describes classical noise, which drives transitions up and down equally; for a thermal environment this needs $k_BT$ well above the range of bias over which the transition is spread. An oscillator at zero temperature that couples only to the bias leaves $P=1-e^{-x}$ unchanged, even when the coupling is strong.

\subsection{Beside a real molecule}

Your parameters are close to those of the molecular magnet Fe$_8$, which has $S=10$, $D/k_B$ of roughly 0.29 K and a ground splitting of order $10^{-7}$ K. To size what the two-level model omits, I diagonalized the 21-level Hamiltonian with this $D$ and adjusted $E$ until the splitting was $10^{-7}$ K. This requires $E/k_B=0.079$ K, well above the rough 0.05 K of the real molecule, where fourth-order anisotropy also contributes. The corrections below belong to this substitute model, and their sizes depend on it. If the same splitting is produced with $D/k_B=0.292$ K, $E/k_B=0.046$ K and a term $C(S_+^4+S_-^4)$ with $C/k_B=-3.9\times10^{-5}$ K, then $\tilde S=9.992$, the stray-field shifts are $-2$ and $+3$ per cent, the next doublet lies 5.5 K higher with a splitting of $7\times10^{-6}$ K, and the one per cent thermal share is reached about 0.02 K higher.

\begin{itemize}
\item Transverse mixing gives $\tilde S=9.977$ instead of 10. The levels separate slightly more slowly, and $P$ rises to $7.67\times10^{-4}$.
\item A transverse stray field changes $\Delta$ itself. I took 20 mT as a rough size, recomputed the gap and held $v$ and $E$ fixed. Along $x$, the hard axis, $P$ becomes $7.42\times10^{-4}$; along $y$, the medium axis, $8.06\times10^{-4}$. These shifts of $-3$ and $+5$ per cent are much larger than the one from transverse mixing.
\item In a crystal, reversed neighbours change the internal field. Let $B_d$ be the size of the dipolar field, and suppose that the internal field also varies by about $B_d$ from molecule to molecule. A reversed fraction $P$ then moves it by an amount of order $2PB_d$ while the sweep covers $B_d$. The effective sweep rate changes by a fraction of order $2P\approx1.5\times10^{-3}$, with a sign that depends on the shape of the crystal. If the internal field is much more uniform, many molecules cross together and the change is larger than this estimate. When $P$ is no longer small this estimate is of order one, so the isolated-molecule formula is unsafe for a crystal swept very slowly.
\item The next doublet lies 5.3 K higher, with a splitting of $1.13\times10^{-5}$ K. By Eq.~(\ref{lz}), with $m=\pm9$, it reverses almost surely if the passage is coherent, as I assume here; strong dephasing would reduce the probability to one half. Its Boltzmann weight $e^{-5.275/0.1}$ at 0.1 K makes its share about $2\times10^{-20}$ of $P$. The share reaches one per cent at 0.45 K. This assumes equilibrium occupation at a single passage; repeated excitation during the sweep would lower that temperature.
\end{itemize}

The sweep must also end before the next resonance. For $B>0$ an unreversed spin with $m=10$ meets the level $m=-9$ when $-100D+10g\mu_BB=-81D-9g\mu_BB$, that is, at $B=D/(g\mu_B)\approx0.22$ T. Diagonalization with the transverse term moves this to 0.21 T. In this model the two levels cross without a gap, since $E$ couples only states whose $m$ differ by an even number, but a transverse stray field can open one. Ending at 0.1 T, for example, keeps the measurement on the ground crossing.
